Disorder self-energy, Green-function poles and the quasiparticle mass

A calculation of electron velocity in a disordered oxide film must settle whether the self-energy may be treated as a function of energy alone. One way to make that choice is to fix the momentum at its Fermi value, which discards the momentum dependence. (A self-energy local in space is a different approximation, which averages over momentum; it is not the one examined here.) In the heavily doped example below, the energy dependence alone raises the velocity by 0.94%, while the full second-order result is 0.34%. The discarded momentum dependence cancels nearly two thirds of the effect. At a lower density the two dependences add instead, so a rule that they always oppose each other would also mislead. Which case applies is decided at the pole of the averaged Green function.

**Model and the meaning of mass**

Take one parabolic conduction band in three dimensions,

ε_k = a k², a = ħ²/(2m),

and add a static Gaussian random potential V(r) of zero mean, with

⟨V(r)V(0)⟩ = C(r) = W² exp(−λr), λ = 1/ℓ.

W is the rms potential and ℓ the correlation length. Averaging restores translation invariance, so the averaged Green function is diagonal in k:

G(k,E) = 1/[E − ε_k − Σ(k,E)].

The retarded function is defined for E just above the real axis. Its continuation through the band has a pole E_k = Re E_k − iΓ_k, where Γ_k > 0 is the half-width. If Γ_k is small compared with ε_k, a packet of the averaged amplitude, narrow enough in k for the variation of Γ_k across it to be ignored, moves with velocity (1/ħ) d Re E_k/dk. The mass is defined by this velocity:

1/m* = (1/ħ²k) d Re E_k/dk.

Since dε_k/dk = 2ak = ħ²k/m, this is equivalent to

m/m* = Re(dE_k/dε_k).

This is a velocity mass; a mass defined by the second derivative of Re E_k would generally differ. With x = kℓ and g = (Wℓ²/a)², the result to be derived is

m/m* = 1 + 4g/(1 + 4x²)² + O(W⁴).

**First derivation: differentiate the pole**

*The self-energy.* Let G₀ = 1/(E − ε_k). The Dyson series is G₀ + G₀VG₀ + G₀VG₀VG₀ + …. On averaging, the first-order term vanishes because V has zero mean. Expanding the required form gives

1/(G₀⁻¹ − Σ) = G₀ + G₀ΣG₀ + ….

Comparison at second order gives Σ as the average of VG₀V. In real space this multiplies C(r) by the free propagator:

Σ(k,E) = ∫d³r C(r) G₀(r,E) exp(−ik·r).

Odd moments of a Gaussian potential vanish, so the next terms are of order W⁴.

Define κ by aκ² = E, with Im κ > 0 for the retarded function. The propagator obeys (E + a∇²)G₀ = δ(r), and the outgoing solution is

G₀(r,E) = −exp(iκr)/(4πar).

Away from the origin, ∇²[exp(iκr)/r] = −κ² exp(iκr)/r; at the origin, ∇²(1/r) = −4πδ(r) supplies the source and fixes the sign.

The angular integral of exp(−ik·r) is 4π sin(kr)/(kr). Therefore

Σ = −(W²/ak) ∫₀^∞ dr exp[−(λ−iκ)r] sin(kr).

The standard integral ∫₀^∞ exp(−br) sin(kr) dr = k/(b²+k²) gives

Σ(k,E) = −(W²/a)/D, D = k² + (λ−iκ)².

This expression also supplies the continuation to the pole: κ is followed continuously from the positive real axis into the region Im E < 0, keeping Re κ > 0.

*The slope.* The pole satisfies

E_k = ε_k + Σ(k,E_k).

Write S_ε for ∂Σ/∂ε_k at fixed E, and S_E for ∂Σ/∂E at fixed k. Differentiation along the pole gives

dE_k/dε_k = 1 + S_ε + S_E dE_k/dε_k.

Collecting the terms in dE_k/dε_k yields

dE_k/dε_k = (1 + S_ε)/(1 − S_E).

The two derivatives appear in different places, but this does not make their effects opposite. For small derivatives the ratio is 1 + S_ε + S_E. A positive real part of either one raises the velocity and lowers the mass. The effects oppose each other when the real parts have opposite signs.

*The two derivatives.* Since k² = ε_k/a, ∂D/∂ε_k = 1/a, and

S_ε = W²/(a²D²).

For the energy derivative, aκ² = E gives dκ/dE = 1/(2aκ), so

∂D/∂E = 2(λ−iκ)(−i)/(2aκ) = −(1 + iλ/κ)/a.

Hence

S_E = −(1 + iλ/κ) S_ε.

To order W² the derivatives may be evaluated at the unperturbed energy, where κ = k, because moving to the true pole changes them at order W⁴. Then

D = k² + λ² − 2iλk − k² = λ²(1−2ix),

S_ε = g/(1−2ix)² = g(1−4x²+4ix)/(1+4x²)².

Multiplying by −(1+i/x), the real part of the numerator is −(1−4x²)+4 = 3+4x². The imaginary part is −4x−(1−4x²)/x = −1/x. Therefore

Re S_ε = g(1−4x²)/(1+4x²)²,

Re S_E = g(3+4x²)/(1+4x²)².

Their sum is 4g/(1+4x²)², which is the stated result.

Within the band, and for this correlator, the energy derivative lightens the electron. The momentum derivative also lightens it when kℓ < 1/2, has no effect at this order when kℓ = 1/2, and makes it heavier when kℓ > 1/2. The energy part is the larger one, so at second order the net shift is towards a lighter mass throughout the regime of validity.

That regime requires small complex derivatives, not merely small real parts. From the expressions above,

|S_E| = g√(1+x²)/[x(1+4x²)] ≪ 1.

A second ratio must also be small. At small x the W⁴ correction to the velocity grows as g²/x² (see the short-range limit below), so the second-order shift of about 4g dominates only if g/x² ≪ 1. This is the small-x form of the condition that the energy shift be small beside ε_k, which with D = λ²(1−2ix) reads

|Re Σ|/ε_k = g/[x²(1+4x²)] ≪ 1.

Both conditions exclude the band bottom, where the expansion about an unperturbed plane wave fails.

**Second derivation: follow the phase in time**

The same mass can be found without a Dyson equation or a pole condition. Prepare a plane wave k and follow its averaged amplitude. Let A_k(t) be that amplitude with the free phase exp(−iε_k t/ħ) removed. Second-order time-dependent perturbation theory gives

A_k(t) = 1 − (1/ħ²) ∫₀^t dt₁ ∫₀^{t₁} dt₂ K_k(t₁−t₂).

The first-order term has averaged to zero. The kernel describes scattering from k to q and back:

K_k(s) = ∫d³q/(2π)³ S(k−q) exp[i(ε_k−ε_q)s/ħ],

where S(q) is the Fourier transform of C(r). For a given separation s = t₁−t₂, the later time t₁ ranges over an interval of length t−s. Thus

ln A_k(t) = −(1/ħ²) ∫₀^t ds (t−s) K_k(s) + O(W⁴).

At long times the part proportional to t is a complex phase rate. The integral is understood with a vanishing damping factor, and

−(i/ħ)∫₀^∞ ds exp[i(ε_k−ε_q)s/ħ] = 1/(ε_k−ε_q+i0).

It follows that ln A_k contains −iΔ_k t/ħ, with

Δ_k = ∫d³q/(2π)³ S(k−q)/(ε_k−ε_q+i0).

The real part of Δ_k shifts the energy and its imaginary part gives decay. The task is to find how the real part varies with k.

*The momentum integral.* The spectrum of the potential is

S(q) = (4πW²/q) ∫₀^∞ dr r exp(−λr) sin(qr) = 8πλW²/(q²+λ²)².

The last step follows by differentiating ∫₀^∞ exp(−λr) sin(qr)dr = q/(λ²+q²) with respect to −λ.

Let p be the length of the intermediate wavevector and c the cosine of its angle to k. With A = k²+p²+λ² and B = 2kp,

∫₋₁¹ dc/(A−Bc)² = (1/B)[1/(A−B)−1/(A+B)] = 2/(A²−B²).

Also A²−B² = [(p−k)²+λ²][(p+k)²+λ²]. The azimuthal factor 2π and the prefactor 1/(2π)³ leave

Δ_k = (4λW²/π) ∫₀^∞ dp R(p),

R(p) = p²/{a(k²−p²+i0)[(p−k)²+λ²][(p+k)²+λ²]}.

R is even in p, so the integral is half that over the whole real line. R falls as p⁻⁴, so the contour can be closed in the upper half-plane. Hence

Δ_k = 4iλW² × (sum of residues).

The enclosed poles are p = k+i0, p₁ = k+iλ and p₂ = −k+iλ.

At p = k, the factor k²−p² behaves as −2k(p−k), and the residue is

r₀ = −k/[2aλ²(λ²+4k²)].

At p₁, the three factors needed are 2iλ from the vanishing bracket, 4kp₁ from the other bracket, and k²−p₁² = λ(λ−2ik). Thus

r₁ = p₁/[8iakλ²(λ−2ik)].

At p₂, they are 2iλ, −4kp₂ and λ(λ+2ik), giving

r₂ = −p₂/[8iakλ²(λ+2ik)].

Since −p₂ = k−iλ, r₁+r₂ contains a sum of complex conjugates:

(k+iλ)/(λ−2ik) + (k−iλ)/(λ+2ik) = −2kλ/(λ²+4k²).

The numerator follows from (k+iλ)(λ+2ik), whose real part is kλ−2kλ = −kλ. Therefore

r₁+r₂ = −1/[4iaλ(λ²+4k²)].

Multiplication by 4iλW² gives

Re Δ_k = −W²/[a(λ²+4k²)],

Im Δ_k = −2kW²/[aλ(λ²+4k²)].

The imaginary part comes from r₀, the intermediate state with the initial energy. The real part comes from the poles of the disorder spectrum.

Finally, k² = ε_k/a, so

d Re Δ_k/dε_k = 4W²/[a²(λ²+4k²)²] = 4g/(1+4x²)².

Adding the free slope of one recovers the mass formula. The potential lowers slow states more than fast ones; this stretches the dispersion and increases its slope.

**What each derivation assumes**

Both routes use Gaussian disorder and the same second-order scattering process. The first assumes that Σ can be continued to an isolated pole, and it yields the two derivatives separately. The second assumes a time long enough for the linear phase to emerge, and disorder weak enough for the second-order logarithm to suffice. It gives the net change directly, because k and the energy ε_k vary together.

The time-domain route also gives meaning to the energy derivative. The part of ln A_k that tends to a constant is

(1/ħ²)∫₀^∞ ds s K_k(s) = S_E,

since differentiating exp(iEs/ħ) with respect to E brings down is/ħ. The energy derivative therefore measures the memory of the scattering process, weighted by its duration. It also sets the amplitude of the pole contribution, 1/(1−S_E) ≈ 1+S_E. For a decaying state this amplitude is complex and is not a probability. Its modulus may exceed one even though the averaged plane-wave amplitude itself cannot.

The routes differ in what they retain beyond second order. Solving E = ε_k+Σ(k,E) self-consistently includes some W⁴ terms, but not the fourth-order diagrams of Σ. The difference between that pole and the second-order formula warns that W⁴ terms may matter, but it gives neither their total size nor their sign. Suppose the intermediate electron's self-energy is taken as a constant s, equal to the shift of the pole. Moving to the pole then changes Σ by sS_E, while the fourth-order diagram containing that self-energy changes it by −sS_E. The pole is therefore not necessarily the better value.

**Smooth and short-range disorder**

For very smooth disorder, let λ → 0 at fixed complex E. Then D → k²−κ², and

Σ → W²/(E−ε_k).

This depends on the difference E−ε_k alone, so S_E = −S_ε. The numerator and denominator of the pole slope become equal and the mass correction cancels. On shell, at finite ℓ with kℓ > 1/2, the cancellation is partial:

(net shift)/(energy part) = 4/(3+4x²).

The fraction becomes small for kℓ ≫ 1. The disorder must be weakened as ℓ grows, because |S_E| then approaches g/(4x²) = W²ℓ²/(4a²k²).

For short-range disorder, hold u = W²ℓ³ and k fixed while ℓ becomes small. Then g = uℓ/a² and x → 0. The real momentum and energy parts tend to g and 3g, so they add, but both vanish in proportion to ℓ. The imaginary part of S_E does not vanish: it tends to −u/(a²k), which must itself be small for the expansion to hold. The energy shift tends to −u/(aℓ), which is independent of k but grows as ℓ falls. A shift independent of k is largely cancelled at fourth order by the same shift of the intermediate state, as shown above, so it does not itself spoil the expansion. The crossed fourth-order diagram is what limits the mass formula. With C(r) replaced by 8πu δ(r) it is (8πu)²∫d³r G₀³ exp(−ik·r), cut off at r ~ ℓ, which gives about (4u²/a³) ln(kℓ) on shell. Its slope, 2u²/(a⁴k²) = 2g²/x², does not vanish with ℓ. The second-order velocity shift 4g dominates it only if u/(aℓ) ≪ ak², and at fixed u this condition fails before ℓ reaches zero. While it holds, short-range disorder mainly moves the band edge: at second order the relative change in velocity is smaller than the relative energy shift by a factor of about 4x².

**A pole below the bare band**

The reverse opposition, with energy making the electron heavier and momentum making it lighter, occurs for a pole at E = −aη², where κ = iη. At k = 0 the pole condition is

aη² = W²/[a(λ+η)²], or η(η+λ) = W/a.

With y = ηℓ, the derivatives are

S_ε = [y/(1+y)]², S_E = −(1+1/y)S_ε = −y/(1+y).

Now the intermediate states all lie above E, and the energy derivative is negative. The mass ratio is

m*/m = (1−S_E)/(1+S_ε) = 1 + y/(1+2y+2y²),

so the net effect is a heavier mass.

This branch belongs to the second-order self-energy and should not be read as a theory of band-tail states. If the intermediate electron is given the k = 0 value of Σ at every momentum, its energy argument E−Σ becomes zero at this pole. Then κ = 0 and |Σ| grows by the factor (1+y)². For the parameters below, y = 0.22, S_ε = 0.032 and S_E = −0.180, giving m*/m = 1.14. The dressing factor is 1.49, too large a change for the mass to be quantitative.

**A thin-film example**

Take m equal to 0.34 free-electron masses, W = 0.03 eV and ℓ = 1 nm. The mass is a rough value for an amorphous indium-based oxide. W and ℓ are illustrative, with W kept small enough for second-order theory to work at the higher density below. They give a = 0.11206 eV nm² and

g = (0.03/0.11206)² = 0.0717.

For a spin-degenerate band, k_F = (3π²n)^(1/3). This bulk formula requires a film thickness L with k_F L/π ≫ 1, so that many subbands are filled; at the lower density below, a 10 nm film with hard walls would fill only one at zero temperature. The crossover k_Fℓ = 1/2 lies at n = 4.2×10¹⁸ cm⁻³. Compare densities on either side of it, with m, W and ℓ held fixed.

At n = 10²⁰ cm⁻³, x = 1.436 and 4x² = 8.25. Thus

Re S_ε = 0.0717(1−8.25)/(9.25)² = −0.0061,

Re S_E = 0.0717(3+8.25)/(9.25)² = +0.0094.

The net velocity increase is 0.0034, or m*/m = 0.9967. The energy and momentum parts oppose each other. The unperturbed Fermi energy is 0.231 eV and the half-width is 0.0025 eV, about 1% of it. Solving the complex pole equation by repeated substitution, and taking its slope by central differences, gives m*/m = 0.9966. The disorder is weak here.

At n = 2×10¹⁸ cm⁻³, x = 0.390 and 4x² = 0.608. Then

Re S_ε = 0.0717(1−0.608)/(1.608)² = +0.011,

Re S_E = 0.0717(3+0.608)/(1.608)² = +0.100.

The parts add to 0.111, and the second-order mass is 0.90m. The same numerical pole calculation gives 0.84m. The mass reduction thus changes from 10% to 16% when some higher-order terms enter, although |S_E| is only 0.12. The omitted fourth-order diagrams reverse this change. At order W⁴, moving to the pole adds 0.047 to m/m*, while the nested and crossed diagrams, evaluated numerically, add −0.051 and −0.022. The complete W⁴ term is −0.026 and gives 0.92m, so 0.84m is not an improved value. At this density the estimates agree on the sign of the shift but not on its size. The half-width is already 23% of the unperturbed Fermi energy, 0.0170 eV, and the second-order energy shift is 29% of it.

Real films break several assumptions. A rough mobility of 40 cm²/Vs, with the transport time τ = mμ/e standing in for the lifetime, implies a half-width ħ/(2τ) = 0.043 eV. This is 18% of the Fermi energy at the higher density but 2.5 times it at the lower one, where a sharp quasiparticle is then not justified. It is also 17 times the half-width that W gives at the higher density. If static disorder with the same ℓ supplied all of it, W² would have to be 17 times larger, and the second-order velocity shift there would be about 6% instead of 0.3%. Small-angle scattering shortens the lifetime more than it lowers the mobility, so the disorder needed would be stronger still. For this correlator the mean of 1−cos θ over scattering angles at the higher density is 0.36. The factor then becomes 47 and the second-order shift 16%, with |S_E| = 0.44 and a half-width of half the Fermi energy. The value 10²⁰ cm⁻³ represents a heavily doped conductor. A nonparabolic band E(1+αE) = ak² has velocity mass m(1+2αE) = m√(1+4αak²). For a rough α = 0.3 eV⁻¹ this raises the mass by 13% at the higher density, against a reduction of 0.3% from the weak disorder assumed here. Electron–phonon coupling and the interaction between electrons are also left out.

Temperature matters at the lower density as well. At 300 K, kT is 1.5 times the unperturbed Fermi energy. Fix the chemical potential by the density, and average 4g/(1+4x²)² with weight k³(−df/dε)dε, where f is the Fermi function. Integration by parts of the density integral shows that this weight, divided by 3π², integrates to n. Numerical integration reduces the mean shift from 0.111 to 0.039. This average includes slow states near the band bottom, where the formula fails, so it is only a rough indication. At the higher density it stays at 0.0034.

For these parameters, replacing Σ(k,E) by Σ(k_F,E), which keeps the energy derivative and drops the momentum derivative, overestimates the second-order velocity shift by a factor of 2.8 at 10²⁰ cm⁻³ and underestimates it by about 10% at 2×10¹⁸ cm⁻³. At the higher density the momentum dependence must be kept if the disorder shift itself is wanted; at the lower density its contribution, 0.011, is smaller in size than the fourth-order correction, 0.026. For the weak disorder assumed here, nonparabolicity changes the total mass of the heavily doped conductor far more than disorder does. If static disorder limits the mobility to the value quoted above, the second-order shift may become comparable, but the disorder is then too strong for that estimate to be relied on.
